# Coexistence of current domains in an S-shaped conductor with lateral diffusion

## Definitions and conventions

A film fills $0<z<d$ between two equipotential electrodes. Current crosses it along $z$, and heat can also spread along the lateral coordinate $x$. The voltage is $V$ and the field is $E=V/d$. The internal state is the temperature $T(x,t)$, taken as uniform across the thickness. The electrical conductivity $\sigma(T)$, thermal conductivity $\kappa(T)$ and heat capacity per volume $C(T)$ are smooth and positive.

The two faces together lose heat $h(T-T_0)$ per area to surroundings at fixed temperature $T_0$. Per volume the loss is $G(T-T_0)$ with $G=h/d$. A prime on a profile is a derivative along the wall; a subscript $T$ is a derivative with respect to temperature.

The electrical problem needs no further approximation. With $\sigma=\sigma(T(x,t))$, the potential $\phi=-Ez$ satisfies both electrode conditions, and
$$\nabla\cdot(\sigma\nabla\phi)=-\partial_z(\sigma E)=0 .$$
The field is therefore the same at every $x$, the current density is $j=\sigma E$, and the Joule heat is $\sigma E^2$. Energy balance reads
$$C\,\partial_tT=\partial_x(\kappa\,\partial_xT)+f(T,E),\qquad f=\sigma(T)E^2-G(T-T_0). \tag{1}$$

Uniformity across the thickness needs $Gd^2/8\kappa\ll1$. Indeed, a slab heated at the rate $p$ per volume and cooled equally at both faces obeys $\kappa\,\partial_z^2T=-p$, so its centre is hotter than its faces by $pd^2/8\kappa$. In a uniform steady state $p=G(T-T_0)$.

**The S shape.** A uniform steady state has $f=0$, that is,
$$E_s(T)^2=\frac{G(T-T_0)}{\sigma(T)},\qquad j_s(T)=\sigma E_s=\sqrt{G\sigma(T)(T-T_0)} . \tag{2}$$
Assume that $\sigma$ does not decrease with $T$, so that $j_s$ increases. Assume also that $E_s$ rises from zero to a maximum $E_{th}$ at $T_a$, falls to a minimum $E_h$ at $T_b$, and then rises beyond $E_{th}$, with nonzero slope except at the two turning points. For $E_h<E<E_{th}$ there are then exactly three uniform states, $T_1<T_a<T_2<T_b<T_3$.

Since $dE_s/dj_s=(dE_s/dT)/(dj_s/dT)$, the differential conductance is negative exactly on the middle branch. Writing
$$f=\sigma(T)\,[E^2-E_s(T)^2] \tag{3}$$
gives two facts used below. First, $f<0$ on $(T_1,T_2)$ and $f>0$ on $(T_2,T_3)$. Second, at a uniform state $f_T=-\sigma\,d(E_s^2)/dT$. A small perturbation $e^{\lambda t+iqx}$ of that state obeys $C\lambda=f_T-\kappa q^2$. At fixed voltage $T_1$ and $T_3$ are thus stable, and $T_2$ is unstable.

**Wall.** A wall is a smooth solution $T(\xi)$, $\xi=x-ct$, with $T\to T_3$ as $\xi\to-\infty$, $T\to T_1$ as $\xi\to+\infty$, and $T'\to0$ at both ends. The hot, high-current domain is on the left, so $c>0$ means that it grows.

## Theorem

Let
$$\Phi(E)=\int_{T_1(E)}^{T_3(E)}\kappa(T)\left[\sigma(T)E^2-G(T-T_0)\right]dT . \tag{4}$$
Under the assumptions above:

1. A wall at rest exists if and only if $\Phi(E)=0$.
2. This happens at exactly one field $E_{co}$ between $E_h$ and $E_{th}$.
3. Any moving wall has a velocity with the sign of $\Phi(E)$: the hot domain grows for $E>E_{co}$ and shrinks for $E<E_{co}$.

At coexistence (4) can be rearranged as
$$E_{co}^2=\frac{G\int_{T_1}^{T_3}\kappa\,(T-T_0)\,dT}{\int_{T_1}^{T_3}\kappa\,\sigma\,dT}, \tag{5}$$
an implicit equation, because the limits depend on $E_{co}$.

### Lemma 1: velocity identity

For a wall, $\partial_tT=-cT'$, and (1) becomes $(\kappa T')'+cCT'+f=0$. Multiply by $\kappa T'$:
$$\left[\tfrac12(\kappa T')^2\right]'+cC\kappa T'^2+\kappa fT'=0 .$$
Integrate over all $\xi$. The first term vanishes because $T'\to0$ at both ends. The last gives $\int_{T_3}^{T_1}\kappa f\,dT=-\Phi$. Hence
$$c\int_{-\infty}^{\infty}C\kappa T'^2\,d\xi=\Phi(E). \tag{6}$$
The integral is positive, which proves that $c$ has the sign of $\Phi$ and that a wall at rest requires $\Phi=0$. The heat capacity affects the speed but not the coexistence field.

### Lemma 2: $\Phi=0$ is sufficient

Define $P(T)=-\int_{T_1}^{T}\kappa f\,dT'$. By the signs of $f$, $P$ rises from zero on $(T_1,T_2)$ and falls on $(T_2,T_3)$ to $P(T_3)=-\Phi=0$. It is therefore positive in between, and
$$S(T)=\sqrt{2P(T)} \tag{7}$$
is real. Let $T(x)$ solve $\kappa T'=-S(T)$ with $T(0)=T_2$. From $S^2=2P$ follows $SS_T=-\kappa f$, so
$$(\kappa T')'=-S_TT'=\frac{\kappa f}{S}\left(-\frac{S}{\kappa}\right)=-f .$$
This is the steady form of (1), and $S$ is the heat flux density towards the cold side.

The ends are reached only at infinite distance. Near $T_3$, $f\simeq|f_T|(T_3-T)$ and $P=\int_T^{T_3}\kappa f\,dT'\simeq\frac12\kappa|f_T|(T_3-T)^2$. Then $T'\simeq-(T_3-T)/\lambda$ with
$$\lambda=\sqrt{\kappa/|f_T|}, \tag{8}$$
evaluated at $T_3$. The deviation from $T_3$ decays exponentially into the hot domain with length $\lambda$. The same argument at $T_1$ gives the cold tail.

### Lemma 3: one coexistence field

When (4) is differentiated, the terms from the moving limits contain $f(T_1)$ and $f(T_3)$, which are zero. What remains is
$$\frac{d\Phi}{dE}=2E\int_{T_1}^{T_3}\kappa\sigma\,dT>0 . \tag{9}$$
As $E\to E_h$, $T_2$ and $T_3$ merge, leaving only the interval where $f<0$, so $\Phi<0$. As $E\to E_{th}$, $T_1$ and $T_2$ merge, leaving only $f>0$, so $\Phi>0$. A continuous increasing function that changes sign has one zero. This completes the proof.

## Remarks on the area rule

**The current–field plane.** Substitute (3) into (4) and use $j_s$ as the variable along the characteristic:
$$\Phi=\int_{j_1}^{j_3}W\,(E-E_s)\,dj,\qquad W=\kappa\sigma(E+E_s)\frac{dT}{dj_s}. \tag{10}$$
If $W$ were constant, coexistence would mean equal areas between the S-shaped curve and a line of constant field. In general $W$ varies, and the plain rule $\int(E-E_s)\,dj=0$ gives another voltage. The areas that must balance are those of the source $f$ weighted by $\kappa$.

**A solvable case.** Let $\kappa$ be constant and let $\sigma-\bar\sigma$ be odd about a temperature $T_m$, with $\bar\sigma=\sigma(T_m)$. Choose
$$E_0^2=\frac{G(T_m-T_0)}{\bar\sigma} \tag{11}$$
and suppose $E_h<E_0<E_{th}$. Then
$$f(T_m+u,E_0)=[\sigma(T_m+u)-\bar\sigma]E_0^2-Gu ,$$
which is odd in $u$. Its three zeros are $T_m$ and two points placed symmetrically about it, so $\Phi(E_0)=0$ and $E_{co}=E_0$. The width of the conductivity step drops out.

If $\kappa$ instead increases with $T$, pairing $T_m+u$ with $T_m-u$ gives
$$\Phi(E_0)=\int_0^{T_3-T_m}[\kappa(T_m+u)-\kappa(T_m-u)]\,f(T_m+u,E_0)\,du>0 .$$
By (9) the zero then lies below $E_0$: better heat conduction on the hot side lowers the coexistence voltage.

**Other internal variables.** For one scalar state $a$ with $\tau\partial_ta=\partial_x(D(a)\partial_xa)+f(a,E)$ and the same sign pattern of $f$, Lemmas 1 and 2 hold with $\kappa\to D$. The condition is $\int D f\,da=0$. Uniqueness follows if $\partial f/\partial E>0$. With two or more coupled states, $f$ need not have a potential and this proof does not apply.

## Corollary 1: slow walls and the load

Let $C$ be constant. Near $E_{co}$, replace the profile in (6) by the one at rest, where $\kappa|T'|=S$. Then $\int C\kappa T'^2d\xi=C\int_{T_1}^{T_3}S\,dT$, and to leading order
$$c\simeq\frac{\Phi'(E_{co})}{C\int_{T_1}^{T_3}S\,dT}\,(E-E_{co}). \tag{12}$$

Now let the film be a strip of lateral width $L$ and depth $b$, in series with a resistance $R_L$ and a supply $V_0$. With a wall at $X$, far from both edges and treated as a step, the current is $I=b[j_3X+j_1(L-X)]$. At rest $E=E_{co}$, so $I=(V_0-E_{co}d)/R_L$. With $\bar j=I/bL$, the hot fraction is
$$s=\frac XL=\frac{\bar j-j_1}{j_3-j_1}. \tag{13}$$
Once two domains are present, the material fixes the voltage and the load fixes the amount of each domain. The same load line can also carry a stable uniform state, so whether a wall is present at all depends on the history.

For stability, differentiate $Ed+R_LI(X,E)=V_0$:
$$\left(d+R_L\frac{\partial I}{\partial E}\right)\frac{dE}{dX}=-R_Lb\,(j_3-j_1).$$
Here $\partial I/\partial E>0$, since both domains lie on branches of positive differential conductance. Thus $dE/dX<0$. A displacement obeys $\delta\dot X=c'(E_{co})(dE/dX)\,\delta X$ and decays for any $R_L>0$. This quasi-static result holds when the decay rate it gives is much smaller than $G/C$ and no capacitance delays the voltage. For $R_L=0$ the position is neutral in this approximation, and any other voltage between $E_hd$ and $E_{th}d$ drives the wall across the strip. Outside this range there is only one uniform state, and no wall.

## Corollary 2: cylindrical filaments

For a hot cylinder of radius $R$ much larger than the wall width, (1) gains the term $\kappa\,\partial_rT/r$. Let the wall move outwards at $\dot R$. Multiplying by $\kappa T'$ and integrating as in Lemma 1 gives, to leading order in $1/R$,
$$\dot R\int C\kappa T'^2dr=\Phi(E)-\int\frac{(\kappa T')^2}{r}dr\simeq\Phi(E)-\frac1R\int_{T_1}^{T_3}\kappa S\,dT .$$
The last step uses $(\kappa T')^2dr=S\kappa\,|dT|$. The filament is at rest at
$$E_R-E_{co}\simeq\frac{1}{R\,\Phi'(E_{co})}\int_{T_1}^{T_3}\kappa S\,dT . \tag{14}$$
Heat spreads out from the convex wall, so a filament needs a higher voltage than a plane wall. At fixed voltage this $R$ is a critical radius: a larger filament grows and a smaller one collapses. A filament at rest therefore needs a series resistance to hold it, and one that is too small leaves it unstable. A large resistance is not always enough. Even for a current source the load gives only $|dE/dR|=2\pi R(j_3-j_1)/(\partial I/\partial E)$, which must exceed $|dE_R/dR|$, and $\partial I/\partial E$ grows with the cold area around the filament. In a large enough device no resistance holds a filament of given radius at rest.

## Worked example

The electrodes are ideal: equipotential, without sideways heat flow and without heat capacity. Heat stored in real electrodes would slow the wall but not change the coexistence voltage. The parameters are round model values: $d=100$ nm, $h=10^6$ W/(m² K), hence $G=10^{13}$ W/(m³ K), $T_0=300$ K and $C=2\times10^6$ J/(m³ K). The conductivities are
$$\sigma=\sigma_L+\frac{\sigma_H-\sigma_L}{1+e^{-(T-T_m)/w}},\qquad \kappa=\kappa_0[1+\beta(T-T_0)],$$
with $\sigma_L=100$ S/m, $\sigma_H=1000$ S/m, $T_m=400$ K, $w=10$ K, $\kappa_0=0.90$ W/(m K) and $\beta=0.005$ K⁻¹. The lateral length $\sqrt{\kappa_0/G}$ is 300 nm and the thermal time $C/G$ is 200 ns. With $Gd^2/8\kappa_0=0.0139$, the hot domain found below varies by at most about 2.5 K across the thickness. The mean of the parabolic profile lies $pd^2/12\kappa$ above the faces, so to first order $G$ is replaced by $G/(1+Gd^2/12\kappa)$. This would lower the coexistence voltage found below by about 0.4 mV, or 0.3 %; the digits given are those of model (1).

**Coexistence.** The turning points of (2) lie at 362 K and 423 K, which gives a threshold voltage of 227.6 mV and a holding voltage of 115.8 mV. Numerical quadrature of (4) and root finding give
$$V_{co}=132.8\ \text{mV}=0.1328\ \text{V},\qquad E_{co}=1.328\ \text{V/µm}.$$
The states are $T_1=317.7$ K, $T_2=401.0$ K and $T_3=476.3$ K, with $j_1=13.31$ and $j_3=132.76$ kA/cm². The hot state can be verified by hand: $j_3E_{co}/G=(1.3276\times10^9)(1.3282\times10^6)/10^{13}$ K $=176.3$ K above ambient.

Equation (1) was also solved directly for a steady wall, with 750 finite volumes on a strip of 9 µm. The total current was held fixed and the field was an unknown. The result is again 132.8 mV. The temperature step takes 1.22 µm from 10 to 90 %, the hot tail length is 413 nm, and the heat flux peaks at 234 MW/m².

The plain area rule in the current–field plane gives 150.5 mV, 13 % above $V_{co}$. Dropping only the weight $\kappa$ gives 134.8 mV. This is the solvable case: $\bar\sigma=550$ S/m in (11) yields $E_0=\sqrt{10^{13}\times100/550}$ V/m $=1.348$ V/µm. The rise of $\kappa$ with temperature lowers the voltage by 1.5 %, in the direction derived above.

**Motion.** Equation (1) was integrated in time after a change of voltage, following the point at 400 K. At 1 % above $V_{co}$ the wall advances at 101 mm/s; at 1 % below it retreats at 105 mm/s. The linear law (12) gives 103 mm/s for both. At 5 % above, the speed is 473 mm/s, against $5\times103.2=516$ mm/s from the linear law, which is then 9 % too high. Identity (6), evaluated with the moving profile, gives 473 mm/s.

**Load.** Take $L=9$ µm, $b=1$ µm, $V_0=260$ mV and $R_L=20$ Ω. Then
$$I=\frac{260-132.82}{20}\ \text{mA}=6.359\ \text{mA},\qquad \bar j=70.65\ \text{kA/cm}^2,$$
$$s=\frac{70.65-13.31}{132.76-13.31}=0.480 .$$
Time integration with this circuit, from hot fractions 0.446 and 0.546, ended in both cases at 0.480 and 132.8 mV. The quasi-static decay rate is here $0.19\,G/C$, only marginally small; the linearized equation (1) with this circuit gives $0.20\,G/C$. Both runs start from a wall. The same circuit also has a stable uniform cold state at 351 K and 218 mV, so a strip started cold stays uniform unless a hot domain is nucleated.

Two domains require $0<s<1$. The currents of a fully cold and a fully hot strip at $V_{co}$ are 1.20 and 11.95 mA, so for this resistor $V_0$ must lie between about 157 and 372 mV. The usable range is narrower, roughly 175 to 350 mV for steady solutions on this strip: near either limit the wall meets an edge, (13) fails, and the smaller domain can disappear.

**Filaments.** Steady radial solutions at fixed current, with $R$ measured at 400 K, give a voltage excess over $V_{co}$ of 3.29 mV at $R=2.82$ µm and 1.54 mV at 5.81 µm. Law (14) gives 3.07 and 1.49 mV, which is 7 % and 3 % below the radial solutions. The relative error roughly halves as the radius doubles, as expected of a leading term in $1/R$. The smaller filament is held by about 0.06 Ω in a device of radius 7 µm, but by no resistance once the device radius exceeds about 70 µm.

## Relation to real devices

The model describes electrothermal switching in a film whose conductivity rises steeply on heating, as in oxides with an insulator–metal transition. The assumed tenfold rise is modest: good samples of some such oxides change by several orders of magnitude. Shared equally between the two faces, this $h$ equals the loss of a uniform film through about 2 µm of a material with 1 W/(m K) on each side; a film in close contact with a good heat sink loses heat faster. Such a layer is thicker than the wall is wide, however, so heat would also spread sideways in it and broaden the wall. The local loss assumed in (1) needs the same thermal resistance in a layer much thinner than the wall, hence with a much lower thermal conductivity. For fixed $\sigma(T)$ and $\kappa(T)$, (4) is $G$ times a function of $E^2/G$, so $V_{co}\propto\sqrt G$ at fixed $d$. A tenfold $h$ would give 420 mV, but also $Gd^2/8\kappa_0=0.14$, where a uniform temperature across the film becomes a rough assumption: the first-order correction for the vertical profile lowers this value to about 408 mV.

Real electrodes are not exactly equipotential. In the load example, a metal electrode 100 nm thick with resistivity $2\times10^{-8}$ Ω m, fed at the hot edge, would drop about 3 mV along the strip. By itself this drop is tolerable under load: the current readjusts until the field at the wall is close to $E_{co}$, and the hot fraction changes by only a few per cent. The sideways heat flow in the same electrode is more serious.

Real electrodes and substrates also carry heat sideways. If a metal electrode follows the film temperature locally, it adds a constant $K$ to $\kappa$ in (1). Then $\Phi$ gains $K\int f\,dT$, which is negative at 132.8 mV and zero at 134.8 mV, while the original $\Phi$ is zero at the first voltage and positive at the second. The coexistence voltage lies between them, a shift of at most 1.5 % here.

The wall width changes far more. By the Wiedemann–Franz law the electrode above conducts heat with about 370 W/(m K), and since it is as thick as the film, $K$ has the same value. The width grows as the square root of the total conductivity, to roughly 20 µm, so the 9 µm strip could not hold two domains. In a strip wide enough for the wall, the voltage drop along the electrode is no longer small. A thicker electrode does not cure this. The drop over one wall width is proportional to the sheet resistance times the width squared; the first falls and the second rises in proportion to the thickness. The worked example therefore describes ideal electrodes, not a film between ordinary metal layers. A substrate that warms over a wide region makes the heat loss nonlocal, and a conductivity with thermal hysteresis makes $f$ depend on history. In both cases the theorem no longer applies as it stands, and this model gives no estimate of the shift.

Numerical values quoted here were computed with a short program.
